# Avrami Exponent Three for Island Nucleation and Growth on a Surface: test program

```python
# Result under test: islands nucleate at random at constant rate I per bare
# area and their circular footprints grow at constant radial speed v. Then the
# bare fraction of the substrate is U(t) = exp(-K t^3), K = pi I v^2 / 3.
# Symbols: t time in cycles, theta = 1 - U coverage, X extended coverage
# (overlaps and phantom nuclei counted), tau mean time a point stays bare,
# g vertical growth per cycle of a point once it has been covered.
# The simulation uses a periodic square box and only real nuclei, that is,
# attempts that land on bare area; phantoms are attempts on covered area.
import numpy as np
from scipy.integrate import quad
from scipy.optimize import minimize_scalar
from scipy.special import gamma

I = 1.0e-4      # nuclei per nm^2 per cycle
v = 0.1         # nm per cycle
g = 0.05        # nm per cycle
box = 400.0     # nm
end_time = 220.0
runs = 8
rng = np.random.default_rng(12345)

K = np.pi * I * v**2 / 3


def bare(t):
    return np.exp(-K * t**3)


t_half = (np.log(2) / K) ** (1 / 3)
t_max = (2 / (3 * K)) ** (1 / 3)
tau = gamma(4 / 3) * K ** (-1 / 3)
final_density = I * tau


def distances(points, site):
    d = np.abs(points - site)
    d = np.minimum(d, box - d)
    return np.hypot(d[:, 0], d[:, 1])


def covering_times(probes, sites, births):
    first = np.full(len(probes), np.inf)
    for site, birth in zip(sites, births):
        np.minimum(first, birth + distances(probes, site) / v, out=first)
    return first


def real_nuclei(sites, births):
    """Keep, in order of time, only attempts that land on bare area."""
    kept_sites = np.empty_like(sites)
    kept_births = np.empty_like(births)
    n = 0
    for site, birth in zip(sites, births):
        reach = v * (birth - kept_births[:n])
        if not np.any(distances(kept_sites[:n], site) <= reach):
            kept_sites[n] = site
            kept_births[n] = birth
            n += 1
    return kept_sites[:n], kept_births[:n]


axis = (np.arange(50) + 0.5) * box / 50
probes = np.array([(x, y) for x in axis for y in axis])
times_continuous, times_saturated = [], []
nuclei_count, attempt_count = 0, 0
extended_sum = 0.0
phantom_effect = 0.0
for _ in range(runs):
    n_attempts = rng.poisson(I * box**2 * end_time)
    births = np.sort(rng.uniform(0, end_time, n_attempts))
    sites = rng.uniform(0, box, (n_attempts, 2))
    real_sites, real_births = real_nuclei(sites, births)
    with_real = covering_times(probes, real_sites, real_births)
    with_all = covering_times(probes, sites, births)
    phantom_effect = max(phantom_effect, np.max(np.abs(with_real - with_all)))
    times_continuous.append(with_real)
    nuclei_count += len(real_births)
    attempt_count += n_attempts
    early = births[births < t_half]
    extended_sum += np.sum(np.pi * v**2 * (t_half - early) ** 2) / box**2
    # comparison case: the same mean number of nuclei, all present at t = 0
    n_start = rng.poisson(final_density * box**2)
    start_sites = rng.uniform(0, box, (n_start, 2))
    times_saturated.append(
        covering_times(probes, start_sites, np.zeros(n_start)))
times_continuous = np.concatenate(times_continuous)
times_saturated = np.concatenate(times_saturated)


def avrami_slope(times):
    levels = np.linspace(0.1, 0.9, 17)
    t = np.quantile(times, 1 - levels)
    return np.polyfit(np.log(t), np.log(-np.log(levels)), 1)[0]


# phantom nuclei never cover a point earlier than real islands do
assert nuclei_count < attempt_count
assert phantom_effect < 1e-9

# bare fraction; tolerance is about four standard errors of the simulation
table_times = np.array([40.0, 60.0, 80.0, 100.0, 120.0, 140.0])
simulated = np.array([np.mean(times_continuous > t) for t in table_times])
assert np.max(np.abs(simulated - bare(table_times))) < 0.02

# extended coverage at half coverage, from the simulated attempts
extended_simulated = extended_sum / runs
assert abs(extended_simulated / (K * t_half**3) - 1) < 0.06

# Avrami exponents for continuing nucleation and for nuclei present at start
slope_continuous = avrami_slope(times_continuous)
slope_saturated = avrami_slope(times_saturated)
assert abs(slope_continuous - 3) < 0.15
assert abs(slope_saturated - 2) < 0.15
saturated_80 = np.mean(times_saturated > 80.0)
saturated_80_formula = np.exp(-np.pi * final_density * v**2 * 80.0**2)
assert abs(saturated_80 - saturated_80_formula) < 0.02

# mean bare time and final density of real nuclei
tau_simulated = np.mean(times_continuous)
density_simulated = nuclei_count / (runs * box**2)
assert abs(quad(bare, 0, 400)[0] - tau) < 1e-6
assert abs(tau_simulated / tau - 1) < 0.03
assert abs(density_simulated / final_density - 1) < 0.03

# time of fastest covering, from the numerical derivative of the coverage
step = 0.01
fastest = minimize_scalar(
    lambda t: (bare(t + step) - bare(t - step)) / (2 * step),
    bounds=(10, 200), method="bounded", options={"xatol": 1e-6}).x
assert abs(fastest - t_max) < 0.01
assert abs(bare(fastest) - np.exp(-2 / 3)) < 1e-3


# delay from the straight late part of the mean thickness
def thickness(t):
    return g * quad(lambda s: 1 - bare(s), 0, t)[0]


late_1, late_2 = 250.0, 300.0
late_slope = (thickness(late_2) - thickness(late_1)) / (late_2 - late_1)
delay = late_1 - thickness(late_1) / late_slope
assert abs(late_slope / g - 1) < 1e-5
assert abs(delay - tau) < 1e-3

# whole cycles: nuclei appear at the end of each cycle, then grow by v
n = int(round(t_half))
X_cycles = sum(I * np.pi * (v * (n - born)) ** 2 for born in range(1, n + 1))
X_closed = np.pi * I * v**2 * (n - 1) * n * (2 * n - 1) / 6
shortfall = 1 - X_cycles / (K * n**3)
assert abs(X_cycles / X_closed - 1) < 1e-12
assert abs(shortfall - 3 / (2 * n)) < 1 / n**2

print(f"nucleation rate I = {I:.1e} nm^-2 cycle^-1")
print(f"radial speed v = {v:.2f} nm/cycle")
print(f"vertical growth g = {g:.3f} nm/cycle")
print(f"K = pi I v^2/3 = {K:.4e} cycle^-3")
print(f"half-coverage time = {t_half:.2f} cycles")
print(f"island radius at half coverage, oldest = {v * t_half:.2f} nm")
print(f"extended coverage at half coverage, formula = {K * t_half**3:.4f}")
print(f"extended coverage at half coverage, simulated = "
      f"{extended_simulated:.4f}")
print(f"time of fastest covering, formula = {t_max:.2f} cycles")
print(f"time of fastest covering, numerical = {fastest:.2f} cycles")
print(f"bare fraction at fastest covering = {bare(t_max):.4f}")
print(f"largest covering rate = {3 * K * t_max**2 * bare(t_max):.5f} cycle^-1")
print(f"Gamma(4/3) = {gamma(4 / 3):.5f}")
print(f"mean bare time tau, formula = {tau:.2f} cycles")
print(f"mean bare time tau, simulated = {tau_simulated:.2f} cycles")
print(f"delay from late thickness line = {delay:.2f} cycles")
print(f"mean thickness at {late_1:.0f} cycles = {thickness(late_1):.3f} nm")
print(f"final island density, formula = {final_density:.5f} nm^-2")
print(f"final island density, formula = {final_density * 1e14:.3e} cm^-2")
print(f"final island density, simulated = {density_simulated:.5f} nm^-2")
print(f"simulation: box side = {box:.0f} nm, runs = {runs}")
print(f"simulation: probe points per run = {len(probes)}")
print(f"simulation: attempts = {attempt_count}, real nuclei = {nuclei_count}")
print(f"largest change of covering time by phantoms = "
      f"{phantom_effect:.1e} cycles")
for t, u in zip(table_times, simulated):
    print(f"t = {t:.0f} cycles: bare fraction formula {bare(t):.4f}, "
          f"simulated {u:.4f}")
print(f"Avrami exponent, continuing nucleation = {slope_continuous:.3f}")
print(f"Avrami exponent, all nuclei at start = {slope_saturated:.3f}")
print(f"all nuclei at start, t = 80 cycles: bare fraction formula "
      f"{saturated_80_formula:.4f}, simulated {saturated_80:.4f}")
print(f"whole cycles: n = {n}")
print(f"extended coverage, stepwise = {X_cycles:.4f}")
print(f"extended coverage, continuous = {K * n**3:.4f}")
print(f"relative shortfall = {shortfall:.5f}, 3/(2n) = {3 / (2 * n):.5f}")
print(f"bare fraction, stepwise = {np.exp(-X_cycles):.4f}")
print(f"bare fraction, continuous = {bare(n):.4f}")
print("all assertions hold")
```

It prints:

```
nucleation rate I = 1.0e-04 nm^-2 cycle^-1
radial speed v = 0.10 nm/cycle
vertical growth g = 0.050 nm/cycle
K = pi I v^2/3 = 1.0472e-06 cycle^-3
half-coverage time = 87.15 cycles
island radius at half coverage, oldest = 8.71 nm
extended coverage at half coverage, formula = 0.6931
extended coverage at half coverage, simulated = 0.6978
time of fastest covering, formula = 86.03 cycles
time of fastest covering, numerical = 86.03 cycles
bare fraction at fastest covering = 0.5134
largest covering rate = 0.01194 cycle^-1
Gamma(4/3) = 0.89298
mean bare time tau, formula = 87.94 cycles
mean bare time tau, simulated = 88.08 cycles
delay from late thickness line = 87.94 cycles
mean thickness at 250 cycles = 8.103 nm
final island density, formula = 0.00879 nm^-2
final island density, formula = 8.794e+11 cm^-2
final island density, simulated = 0.00886 nm^-2
simulation: box side = 400 nm, runs = 8
simulation: probe points per run = 2500
simulation: attempts = 28160, real nuclei = 11341
largest change of covering time by phantoms = 0.0e+00 cycles
t = 40 cycles: bare fraction formula 0.9352, simulated 0.9346
t = 60 cycles: bare fraction formula 0.7976, simulated 0.7964
t = 80 cycles: bare fraction formula 0.5850, simulated 0.5854
t = 100 cycles: bare fraction formula 0.3509, simulated 0.3553
t = 120 cycles: bare fraction formula 0.1637, simulated 0.1648
t = 140 cycles: bare fraction formula 0.0565, simulated 0.0563
Avrami exponent, continuing nucleation = 2.991
Avrami exponent, all nuclei at start = 2.014
all nuclei at start, t = 80 cycles: bare fraction formula 0.1707, simulated 0.1729
whole cycles: n = 87
extended coverage, stepwise = 0.6777
extended coverage, continuous = 0.6896
relative shortfall = 0.01718, 3/(2n) = 0.01724
bare fraction, stepwise = 0.5078
bare fraction, continuous = 0.5018
all assertions hold
```
